# Contaminant Diffusion Against a Gas Flow into an Absorbing Optics Chamber: a numerical check

```python
"""Steady contaminant flux through a channel against a uniform gas flow.

Result under test: J = v*c0/(exp(P)-1), P = v*L/D, so that
J/J0 = P/(exp(P)-1), where J0 = D*c0/L is the flux without flow.
J: flux density into the absorbing chamber; c0: density at the dirty end;
v: gas speed directed from the chamber to the dirty end;
L: channel length; D: diffusivity of the contaminant in the gas.
Internal units are SI; printed units are stated with each number.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_banded, eig

TORR = const.torr
AMU = const.atomic_mass


def steady_solution(nodes, conductance, volume_flow, uptake=np.inf):
    """Finite-volume solution with c=1 at the first node.

    conductance = D*area and volume_flow = v*area are given at the faces.
    uptake = k*area at the last node; infinity means c=0 there.
    Returns the total rate into the chamber and the last density.
    """
    step = np.diff(nodes)
    forward = conductance / step - volume_flow / 2
    backward = conductance / step + volume_flow / 2
    size = len(nodes)
    band = np.zeros((3, size))
    rhs = np.zeros(size)
    band[1, 0] = rhs[0] = 1.0
    band[1, 1:-1] = -(backward[:-1] + forward[1:])
    band[0, 2:] = backward[1:]
    band[2, :-2] = forward[:-1]
    if np.isinf(uptake):
        band[1, -1] = 1.0
    else:
        band[2, -2] = forward[-1]
        band[1, -1] = -(backward[-1] + uptake)
    density = solve_banded((1, 1), band, rhs)
    rate = forward[-1] * density[-2] - backward[-1] * density[-1]
    return rate, density[-1]


def suppression(peclet):
    """Derived flux ratio J/J0 for uniform flow."""
    return peclet / np.expm1(peclet)


def hard_sphere_diffusivity(mass, gas_mass, diameter, density, kT):
    reduced = mass * gas_mass / (mass + gas_mass)
    drag = 8 / 3 * density * diameter**2 * np.sqrt(2 * np.pi * reduced * kT)
    return kT / drag


def drag_from_quadrature(drift):
    """Mean of |g|*g_x divided by drift; g in units of sqrt(kT/mu)."""
    x, wx = legendre.leggauss(80)
    speed, w_speed = 6 * (x + 1), 6 * wx
    g, cosine = np.meshgrid(speed, x, indexing="ij")
    weight = np.exp(-(g**2 - 2 * g * drift * cosine + drift**2) / 2)
    weight *= 2 * np.pi * g**2 / (2 * np.pi) ** 1.5
    return w_speed @ (weight * g**2 * cosine) @ wx / drift


def tube_modes(radial_peclet, length_ratio, parabolic, size=14):
    """Axisymmetric flow in a tube with reflecting wall.

    Lengths are in tube radii; s is the squared radius.
    Returns J/J0 and the slowest upstream decay rate.
    """
    x, w = legendre.leggauss(50)
    s, w = (x + 1) / 2, w / 2
    basis = legendre.legvander(x, size - 1)
    slope = np.array([2 * legendre.legval(x, legendre.legder(row))
                      for row in np.eye(size)]).T
    profile = 2 * (1 - s) if parabolic else np.ones_like(s)
    mass = basis.T @ (w[:, None] * basis)
    stiffness = slope.T @ ((4 * s * w)[:, None] * slope)
    advection = basis.T @ ((profile * w)[:, None] * basis)
    companion = np.block([
        [np.zeros((size, size)), np.eye(size)],
        [np.linalg.solve(mass, stiffness),
         radial_peclet * np.linalg.solve(mass, advection)]])
    rates, vectors = eig(companion)
    assert np.max(np.abs(rates.imag)) < 1e-6 * np.max(np.abs(rates))
    rates, shapes = rates.real, vectors[:size].real
    flat = np.argmin(np.abs(rates))
    rates[flat] = 0.0
    # Each mode is scaled to one at the end where it is largest.
    at_start = np.exp(np.minimum(rates, 0) * length_ratio)
    at_end = np.exp(-np.maximum(rates, 0) * length_ratio)
    system = np.vstack([shapes * at_start, shapes * at_end])
    target = np.zeros(2 * size)
    target[0] = 1.0
    amplitude = np.linalg.solve(system, target)
    flux = -radial_peclet * amplitude[flat] * shapes[0, flat]
    return flux * length_ratio, np.min(rates[rates > 1e-6])


# Inputs of the worked example (rough, round values)
temperature = 295.0
pressure = 0.1 * TORR
length, radius, speed = 0.10, 0.02, 25.0
gas_mass, gas_diameter, viscosity = 2.016 * AMU, 0.27e-9, 9e-6
organic_mass, organic_diameter = 100 * AMU, 0.45e-9
water_mass, water_diameter = 18 * AMU, 0.28e-9
partial_pressure = 1e-8 * TORR
chamber_radius = 0.20

kT = const.k * temperature
gas_density = pressure / kT
D = hard_sphere_diffusivity(organic_mass, gas_mass, organic_diameter,
                            gas_density, kT)
P = speed * length / D
c0 = partial_pressure / kT
J0 = D * c0 / length
J = speed * c0 / np.expm1(P)

# Drag: velocity-space quadrature at the drift of the example
reduced_mass = organic_mass * gas_mass / (organic_mass + gas_mass)
relative_speed = np.sqrt(kT / reduced_mass)
drag_numeric = (gas_density * reduced_mass * np.pi * organic_diameter**2
                * relative_speed
                * drag_from_quadrature(speed / relative_speed))
assert abs(kT / drag_numeric / D - 1) < 1e-3

# Main formula: discrete conservation law, weak to strong flow
cells = 4000
unit_nodes = np.linspace(0, 1, cells + 1)
ones = np.ones(cells)
for trial in (0.1, 1.0, 4.0, P):
    numeric, _ = steady_solution(unit_nodes, ones, trial * ones)
    assert abs(numeric / suppression(trial) - 1) < 1e-4
numeric_example, _ = steady_solution(unit_nodes, ones, P * ones)
assert abs(numeric_example / (P * np.exp(-P)) - 1) < 1e-3
assert numeric_example / np.exp(-P) > 5  # bare exponential is not J/J0

# Finite uptake and the sealed chamber
thermal_uptake = np.sqrt(kT / (2 * np.pi * organic_mass))
for k_value in (0.1 * speed, speed, thermal_uptake):
    numeric, _ = steady_solution(unit_nodes, ones, P * ones,
                                 k_value * length / D)
    formula = P / ((1 + speed / k_value) * np.exp(P) - 1)
    assert abs(numeric / formula - 1) < 1e-4
uptake_factor = numeric / numeric_example
_, sealed_density = steady_solution(unit_nodes, ones, P * ones, 0.0)
assert abs(sealed_density / np.exp(-P) - 1) < 1e-4

# Channel followed by a hemispherical approach region in the chamber
tube_nodes = np.linspace(0, length, cells + 1)
shell_radii = np.linspace(radius, chamber_radius, cells + 1)
joined_nodes = np.concatenate(
    [tube_nodes, length + shell_radii[1:] - radius])
shell_middle = (shell_radii[1:] + shell_radii[:-1]) / 2
tube_area = np.pi * radius**2
areas = np.concatenate([tube_area * ones, 2 * np.pi * shell_middle**2])
Q = speed * tube_area
joined_rate, _ = steady_solution(joined_nodes, D * areas,
                                 Q * np.ones_like(areas))
mouth_exponent = speed * radius / (2 * D) * (1 - radius / chamber_radius)
assert abs(joined_rate / (Q / np.expm1(P + mouth_exponent)) - 1) < 1e-3
mouth_factor = joined_rate / (tube_area * J / c0)

# Viscous pressure drop: mean speed and profile from the force balance
mean_unit, _ = dblquad(lambda q, r: r * q, 0, 1, lambda r: r, lambda r: 1)
assert abs(mean_unit - 1 / 8) < 1e-8
local_unit = quad(lambda q: q / 2, 0.6, 1)[0]
assert abs(local_unit / mean_unit - 2 * (1 - 0.6**2)) < 1e-8
pressure_drop = 8 * viscosity * speed * length / radius**2


def relative_pressure(x):
    return np.sqrt(1 + 2 * pressure_drop / pressure * x / length)


middle = (tube_nodes[1:] + tube_nodes[:-1]) / 2
drop_rate, _ = steady_solution(tube_nodes, D / relative_pressure(middle),
                               speed / relative_pressure(middle))
drop_integral, _ = quad(
    lambda x: np.exp(speed * x / D) * relative_pressure(x) / D, 0, length)
assert abs(drop_rate * drop_integral - 1) < 1e-4
drop_factor = drop_rate * c0 / J
assert abs(drop_factor - 1) < pressure_drop / pressure

# Nonuniform flow: verify the mode solver, then use it
radial_P, aspect = speed * radius / D, length / radius
uniform_ratio, uniform_rate = tube_modes(radial_P, aspect, False)
assert abs(uniform_ratio / suppression(P) - 1) < 1e-5
assert abs(uniform_rate / radial_P - 1) < 1e-8
_, weak_rate = tube_modes(0.3, aspect, True)
assert abs((1 - weak_rate / 0.3) * 48 / 0.3**2 - 1) < 0.03
parabolic_ratio, parabolic_rate = tube_modes(radial_P, aspect, True)
coarse_ratio, _ = tube_modes(radial_P, aspect, True, size=10)
assert abs(coarse_ratio / parabolic_ratio - 1) < 1e-3
assert parabolic_ratio > uniform_ratio
parabolic_factor = parabolic_ratio / uniform_ratio

# Kinetic estimates: sampled Maxwellian velocities
rng = np.random.default_rng(7)
first, second = rng.standard_normal((2, 400000, 3))
speed_ratio = (np.linalg.norm(first - second, axis=1).mean()
               / np.linalg.norm(first, axis=1).mean())
assert abs(speed_ratio / np.sqrt(2) - 1) < 0.005
one_way = np.maximum(first[:, 0], 0).mean()
assert abs(one_way * np.sqrt(2 * np.pi) - 1) < 0.01
free_path = 1 / (np.sqrt(2) * np.pi * gas_diameter**2 * gas_density)
reynolds = gas_mass * gas_density * speed * 2 * radius / viscosity
mach = speed / np.sqrt(1.4 * kT / gas_mass)

D_water = hard_sphere_diffusivity(water_mass, gas_mass, water_diameter,
                                  gas_density, kT)
P_water = speed * length / D_water

print(f"Temperature: {temperature:.0f} K")
print(f"Hydrogen pressure: {pressure / TORR:.2f} Torr")
print(f"Channel length: {length * 100:.0f} cm")
print(f"Channel radius: {radius * 100:.0f} cm")
print(f"Mean gas speed: {speed * 100:.0f} cm/s")
print(f"Hydrogen molecular mass: {gas_mass / AMU:.3f} u")
print(f"Hydrogen collision diameter: {gas_diameter * 1e9:.2f} nm")
print(f"Hydrogen viscosity: {viscosity:.1e} Pa s")
print(f"Organic molecular mass: {organic_mass / AMU:.0f} u")
print(f"Organic-H2 collision diameter: {organic_diameter * 1e9:.2f} nm")
print(f"Organic partial pressure: {partial_pressure / TORR:.1e} Torr")
print(f"Hydrogen density: {gas_density * 1e-6:.4e} cm^-3")
print(f"Organic density at dirty end c0: {c0 * 1e-6:.4e} cm^-3")
print(f"Organic diffusivity D: {D * 1e4:.1f} cm^2/s")
print(f"Decay length D/v: {D / speed * 100:.4f} cm")
print(f"P = vL/D: {P:.4f} (dimensionless)")
print(f"exp(-P): {np.exp(-P):.4e} (dimensionless)")
print(f"J/J0, formula: {suppression(P):.4e} (dimensionless)")
print(f"J/J0, finite volumes: {numeric_example:.4e} (dimensionless)")
print(f"P exp(-P): {P * np.exp(-P):.4e} (dimensionless)")
print(f"Flux without flow J0: {J0 * 1e-4:.4e} cm^-2 s^-1")
print(f"Flux with flow J: {J * 1e-4:.4e} cm^-2 s^-1")
print(f"Flux with flow J, converted: {J:.4e} m^-2 s^-1")
print(f"Sealed chamber c(L)/c0: {sealed_density:.4e} (dimensionless)")
for scan_speed in (2.5, 5.0, 10.0, 25.0):
    scan_P = scan_speed * length / D
    print(f"Scan v={scan_speed * 100:.0f} cm/s: P={scan_P:.3f}, "
          f"J/J0={suppression(scan_P):.3e}, exp(-P)={np.exp(-scan_P):.3e}")
print(f"Water molecular mass: {water_mass / AMU:.0f} u")
print(f"Water-H2 collision diameter: {water_diameter * 1e9:.2f} nm")
print(f"Water diffusivity: {D_water * 1e4:.1f} cm^2/s")
print(f"Water P: {P_water:.4f} (dimensionless)")
print(f"Water J/J0: {suppression(P_water):.4e} (dimensionless)")
print(f"Radial Peclet number va/D: {radial_P:.4f} (dimensionless)")
print(f"Parabolic flow, decay rate/(v/D): {parabolic_rate / radial_P:.4f}")
print(f"Parabolic flow, J/J0: {parabolic_ratio:.4e} (dimensionless)")
print(f"Parabolic flow, flux factor: {parabolic_factor:.3f}")
print(f"Thermal uptake speed k: {thermal_uptake * 100:.0f} cm/s")
print(f"Ratio v/k: {speed / thermal_uptake:.3f} (dimensionless)")
print(f"Finite uptake, flux factor: {uptake_factor:.3f}")
print(f"Chamber approach radius R: {chamber_radius * 100:.0f} cm")
print(f"Mouth region, added exponent: {mouth_exponent:.3f}")
print(f"Mouth region, flux factor: {mouth_factor:.3f}")
print(f"Viscous pressure drop: {pressure_drop / TORR:.5f} Torr")
print(f"Pressure drop/pressure: {pressure_drop / pressure:.4f}")
print(f"Pressure drop, flux factor: {drop_factor:.4f}")
print(f"Hydrogen mean free path: {free_path * 100:.4f} cm")
print(f"Mean free path/radius: {free_path / radius:.4f} (dimensionless)")
print(f"Reynolds number: {reynolds:.3f} (dimensionless)")
print(f"Mach number: {mach:.4f} (dimensionless)")
print("PASS")
```

It prints:

```
Temperature: 295 K
Hydrogen pressure: 0.10 Torr
Channel length: 10 cm
Channel radius: 2 cm
Mean gas speed: 2500 cm/s
Hydrogen molecular mass: 2.016 u
Hydrogen collision diameter: 0.27 nm
Hydrogen viscosity: 9.0e-06 Pa s
Organic molecular mass: 100 u
Organic-H2 collision diameter: 0.45 nm
Organic partial pressure: 1.0e-08 Torr
Hydrogen density: 3.2734e+15 cm^-3
Organic density at dirty end c0: 3.2734e+08 cm^-3
Organic diffusivity D: 2514.4 cm^2/s
Decay length D/v: 1.0058 cm
P = vL/D: 9.9427 (dimensionless)
exp(-P): 4.8077e-05 (dimensionless)
J/J0, formula: 4.7804e-04 (dimensionless)
J/J0, finite volumes: 4.7804e-04 (dimensionless)
P exp(-P): 4.7802e-04 (dimensionless)
Flux without flow J0: 8.2306e+10 cm^-2 s^-1
Flux with flow J: 3.9346e+07 cm^-2 s^-1
Flux with flow J, converted: 3.9346e+11 m^-2 s^-1
Sealed chamber c(L)/c0: 4.8077e-05 (dimensionless)
Scan v=250 cm/s: P=0.994, J/J0=5.839e-01, exp(-P)=3.700e-01
Scan v=500 cm/s: P=1.989, J/J0=3.154e-01, exp(-P)=1.369e-01
Scan v=1000 cm/s: P=3.977, J/J0=7.595e-02, exp(-P)=1.874e-02
Scan v=2500 cm/s: P=9.943, J/J0=4.780e-04, exp(-P)=4.808e-05
Water molecular mass: 18 u
Water-H2 collision diameter: 0.28 nm
Water diffusivity: 6780.5 cm^2/s
Water P: 3.6870 (dimensionless)
Water J/J0: 9.4718e-02 (dimensionless)
Radial Peclet number va/D: 1.9885 (dimensionless)
Parabolic flow, decay rate/(v/D): 0.9287
Parabolic flow, J/J0: 9.0694e-04 (dimensionless)
Parabolic flow, flux factor: 1.897
Thermal uptake speed k: 6248 cm/s
Ratio v/k: 0.400 (dimensionless)
Finite uptake, flux factor: 0.714
Chamber approach radius R: 20 cm
Mouth region, added exponent: 0.895
Mouth region, flux factor: 0.409
Viscous pressure drop: 0.00338 Torr
Pressure drop/pressure: 0.0338
Pressure drop, flux factor: 0.9710
Hydrogen mean free path: 0.0943 cm
Mean free path/radius: 0.0472 (dimensionless)
Reynolds number: 1.218 (dimensionless)
Mach number: 0.0192 (dimensionless)
PASS
```
